# Shot-noise read time of two tunnel currents in a ferroelectric junction: a program that tests the result

```python
"""
Result under test: two Poissonian tunnel currents I1 > I2, counted for time t,
have a common threshold z standard deviations from each mean when
    t = z^2 e / (sqrt(I1) - sqrt(I2))^2.
e: elementary charge; z: required margin in standard deviations.
Rates are electrons per microsecond, lengths nm, energies eV, temperatures K.
The example has round parameters in the rough regime of a thin hafnia-based
ferroelectric tunnel junction. Its barrier is represented by a mean height.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, simpson
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy.special import expit
from scipy.stats import binom, norm, poisson

e = const.e
kb_ev = const.k / e
side, thickness = 100.0, 3.0
area = side**2
bias, temperature = 0.1, 300.0
phi_on, phi_off = 2.0, 2.5
barrier_mass = 0.2
z = 5.0


def decay(height, mass=barrier_mass):
    """Wavefunction decay constant in 1/nm."""
    return np.sqrt(2 * mass * const.m_e * height * e) / const.hbar * 1e-9


def transverse_sum(kappa):
    """Transmission summed over transverse wavevectors, per nm^2."""
    d = thickness
    return (kappa / (2*d) + 1 / (4*d*d)) * np.exp(-2*kappa*d) / (2*np.pi)


def tunnel_rates(height, voltage=bias, temp=temperature, mass=barrier_mass):
    """Forward and backward electron rates from occupied to empty states."""
    energy = np.linspace(-0.9, 0.9, 3601)
    left = expit(-(energy - voltage/2) / (kb_ev*temp))
    right = expit(-(energy + voltage/2) / (kb_ev*temp))
    modes = transverse_sum(decay(height - energy, mass))
    scale = 2 * e / const.h * area * 1e-6
    forward = scale * simpson(modes * left * (1-right), x=energy)
    backward = scale * simpson(modes * right * (1-left), x=energy)
    return forward, backward


def read_time(rate1, rate2, margin=z):
    return margin**2 / (np.sqrt(rate1) - np.sqrt(rate2))**2


def noisy_read_time(rate1, rate2, factor, added, margin=z):
    widths = np.sqrt(factor*rate1 + added) + np.sqrt(factor*rate2 + added)
    return (margin * widths / (rate1-rate2))**2


charge_number = np.arange(-60, 301)


def count_distribution(forward, backward, time):
    """Solve the master equation for net transferred charge."""
    size = len(charge_number)
    generator = (np.diag(np.full(size, -(forward+backward)))
                 + np.diag(np.full(size-1, forward), -1)
                 + np.diag(np.full(size-1, backward), 1))
    start = np.zeros(size)
    start[np.where(charge_number == 0)[0][0]] = 1
    probability = expm(generator*time) @ start
    assert abs(probability.sum() - 1) < 1e-8
    return probability


def moments(probability):
    mean = np.dot(charge_number, probability)
    variance = np.dot((charge_number-mean)**2, probability)
    return mean, np.sqrt(variance)


def best_margin(distribution1, distribution2):
    mean1, sd1 = moments(distribution1)
    mean2, sd2 = moments(distribution2)
    thresholds = np.linspace(mean2, mean1, 100001)
    margins = np.minimum((mean1-thresholds)/sd1, (thresholds-mean2)/sd2)
    best = np.argmax(margins)
    return margins[best], thresholds[best]


# Tunnelling model: transverse integration and detailed balance.
for height in (phi_on, phi_off):
    kappa = decay(height)
    direct = quad(lambda k: k/(2*np.pi)
                  * np.exp(-2*thickness*(np.sqrt(kappa**2+k**2)-kappa)),
                  0, 20, epsabs=1e-12, epsrel=1e-10)[0]
    direct *= np.exp(-2*thickness*kappa)
    assert np.isclose(direct, transverse_sum(kappa), rtol=1e-7)

on_forward, on_backward = tunnel_rates(phi_on)
off_forward, off_backward = tunnel_rates(phi_off)
rate_on = on_forward - on_backward
rate_off = off_forward - off_backward
thermal_factor = 1 / np.tanh(bias / (2*kb_ev*temperature))
for forward, backward in ((on_forward, on_backward),
                          (off_forward, off_backward)):
    assert np.isclose((forward+backward)/(forward-backward),
                      thermal_factor, rtol=1e-8)
small_bias = 0.001
forward, backward = tunnel_rates(phi_on, voltage=small_bias)
conductance_rate = (forward-backward) / small_bias
assert np.isclose(forward+backward,
                  2*kb_ev*temperature*conductance_rate, rtol=1e-3)

# Independent rare attempts approach Poisson counting.
attempts = 1_000_000
n_small = np.arange(101)
assert np.max(np.abs(binom.pmf(n_small, attempts, 20/attempts)
                     - poisson.pmf(n_small, 20))) < 1e-5

# Ideal result and the optimum threshold from the counting distributions.
time_ideal = read_time(rate_on, rate_off)
n_on, n_off = rate_on*time_ideal, rate_off*time_ideal
threshold = np.sqrt(n_on*n_off)
p_on = count_distribution(rate_on, 0, time_ideal)
p_off = count_distribution(rate_off, 0, time_ideal)
margin, scanned_threshold = best_margin(p_on, p_off)
assert abs(margin-z) < 2e-3
assert abs(scanned_threshold-threshold) < 2e-3
short_margin, _ = best_margin(
    count_distribution(rate_on, 0, 0.9*time_ideal),
    count_distribution(rate_off, 0, 0.9*time_ideal))
assert short_margin < z - 0.1

# Thermal two-way tunnelling and added white noise.
time_thermal = thermal_factor * time_ideal
margin, _ = best_margin(
    count_distribution(on_forward, on_backward, time_thermal),
    count_distribution(off_forward, off_backward, time_thermal))
assert abs(margin-z) < 2e-3
test_noise, test_margin = rate_on/2, 3.0
test_time = noisy_read_time(rate_on, rate_off, thermal_factor,
                            test_noise, test_margin)
margin, _ = best_margin(
    count_distribution(on_forward+test_noise/2,
                       on_backward+test_noise/2, test_time),
    count_distribution(off_forward+test_noise/2,
                       off_backward+test_noise/2, test_time))
assert abs(margin-test_margin) < 2e-3

# The different criterion based on subtraction of two counts.
time_difference = z**2 * (rate_on+rate_off) / (rate_on-rate_off)**2
difference_p = np.convolve(
    count_distribution(rate_on, 0, time_difference),
    count_distribution(rate_off, 0, time_difference)[::-1])
difference_n = np.arange(-(len(charge_number)-1), len(charge_number))
difference_mean = np.dot(difference_n, difference_p)
difference_sd = np.sqrt(np.dot((difference_n-difference_mean)**2,
                              difference_p))
assert np.isclose(difference_mean/difference_sd, z, rtol=1e-6)

# Poisson error probabilities, their bound, and the Gaussian limit.
counts = np.arange(1001)


def error_sum(time):
    return np.minimum(poisson.pmf(counts, rate_on*time),
                      poisson.pmf(counts, rate_off*time)).sum()


overlap = np.sqrt(poisson.pmf(counts, n_on)
                  * poisson.pmf(counts, n_off)).sum()
error_bound = np.exp(-z**2/2)
assert np.isclose(overlap, error_bound, rtol=1e-8)
best_error_sum = error_sum(time_ideal)
assert best_error_sum <= error_bound
cut = int(np.floor(threshold))
off_error = poisson.sf(cut, n_off)
on_error = poisson.cdf(cut, n_on)
gaussian_error = norm.sf(z)
time_error = brentq(lambda t: np.log(error_sum(t)/(2*gaussian_error)),
                    0.5*time_ideal, 4*time_ideal)

large_ratio, large_z = 0.98, 3.0
large_on = large_z**2 / (1-np.sqrt(large_ratio))**2
large_off = large_ratio * large_on
large_cut = np.floor(np.sqrt(large_on*large_off))
assert np.isclose(poisson.sf(large_cut, large_off),
                  norm.sf(large_z), rtol=0.05)
assert np.isclose(poisson.cdf(large_cut, large_on),
                  norm.sf(large_z), rtol=0.05)

# Slow current fluctuations: a mixture of two rates checks total variance.
slow_fraction = 0.05
mixture = (poisson.pmf(counts, n_on*(1-slow_fraction))
           + poisson.pmf(counts, n_on*(1+slow_fraction))) / 2
mixture_mean = np.dot(counts, mixture)
mixture_variance = np.dot((counts-mixture_mean)**2, mixture)
assert np.isclose(mixture_variance, n_on+(slow_fraction*n_on)**2, rtol=1e-7)
slow_margin = (n_on-n_off) / (
    np.sqrt(n_on+(slow_fraction*n_on)**2)
    + np.sqrt(n_off+(slow_fraction*n_off)**2))

# Interface matching compared with the rectangular-barrier wave equation.
electrode_energy = 5.0
electrode_k = decay(electrode_energy, 1.0)


def matching_factor(height):
    barrier_speed = decay(height) / barrier_mass
    return 16*(electrode_k*barrier_speed)**2 / (
        electrode_k**2+barrier_speed**2)**2


def exact_transmission(height):
    kappa = decay(height)
    speed = kappa/barrier_mass
    small = np.exp(-kappa*thickness)
    matrix = np.array([
        [1, -1, -small, 0],
        [-1j*electrode_k, speed, -speed*small, 0],
        [0, small, 1, -1],
        [0, -speed*small, speed, -1j*electrode_k]], dtype=complex)
    source = np.array([-1, -1j*electrode_k, 0, 0], dtype=complex)
    return abs(np.linalg.solve(matrix, source)[3])**2


for height in (phi_on, phi_off):
    approximate = matching_factor(height)*np.exp(-2*decay(height)*thickness)
    assert np.isclose(exact_transmission(height), approximate, rtol=1e-5)
match_on, match_off = matching_factor(phi_on), matching_factor(phi_off)
time_matching = read_time(match_on*rate_on, match_off*rate_off)


def net_rate(height, **options):
    forward, backward = tunnel_rates(height, **options)
    return forward-backward


# Sizes of other neglected effects.
feedback_resistance = 1e9
added_current = 2*const.k*temperature/(e*feedback_resistance)
added_rate = added_current/e*1e-6
time_amplifier = noisy_read_time(rate_on, rate_off, thermal_factor, added_rate)
time_leakage = read_time(rate_on+rate_off, 2*rate_off)
time_hot = read_time(net_rate(phi_on, temp=358),
                     net_rate(phi_off, temp=358))
time_mass = read_time(net_rate(phi_on, mass=0.22),
                      net_rate(phi_off, mass=0.22))
time_lower = read_time(net_rate(phi_on-0.1), net_rate(phi_off-0.1))
tilt = 1.0
mean_decay = quad(lambda x: decay(phi_on+tilt*(x-0.5)), 0, 1)[0]
tilt_factor = np.exp(2*thickness*(decay(phi_on)-mean_decay))
permittivity = 30.0
capacitance = (permittivity*const.epsilon_0*area*1e-18
               / (thickness*1e-9))
charging_count = capacitance*bias/e
reset_count = np.sqrt(const.k*temperature*capacitance)/e
polarization = 15.0
switch_count = 2*polarization*1e-2*area*1e-18/e
switch_fraction = (n_on-n_off)/switch_count
field = bias/thickness*10
coercive_field, breakdown_field = 1.0, 4.0
richardson = 4*np.pi*const.m_e*e*const.k**2/const.h**3
thermionic_current = (richardson*temperature**2
                      * np.exp(-phi_on/(kb_ev*temperature))*area*1e-18)
current_on, current_off = rate_on*e*1e18, rate_off*e*1e18
thermionic_ratio = thermionic_current/(current_on*1e-12)


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Junction side", side, "nm")
show("Barrier thickness", thickness, "nm")
show("Read bias", bias, "V")
show("Temperature", temperature, "K")
show("On mean barrier", phi_on, "eV")
show("Off mean barrier", phi_off, "eV")
show("Barrier mass / electron mass", barrier_mass)
show("Required margin z", z)
show("On decay constant", decay(phi_on), "1/nm")
show("Off decay constant", decay(phi_off), "1/nm")
show("On exponential transmission", np.exp(-2*decay(phi_on)*thickness))
show("On current", current_on, "pA")
show("Off current", current_off, "pA")
show("On/off current ratio", rate_on/rate_off)
show("On current density", current_on*1e-12/(area*1e-14), "A/cm2")
show("Ideal read time", time_ideal, "us")
show("Mean on count", n_on, "electrons")
show("Mean off count", n_off, "electrons")
show("On standard deviation", np.sqrt(n_on), "electrons")
show("Off standard deviation", np.sqrt(n_off), "electrons")
show("Count threshold", threshold, "electrons")
show("Difference-criterion time", time_difference, "us")
show("Gaussian one-sided error", gaussian_error)
show("Poisson off misread at threshold", off_error)
show("Poisson on misread at threshold", on_error)
show("Best-threshold error sum", best_error_sum)
show("Error-sum bound", error_bound)
show("Time for twice Gaussian error", time_error, "us")
show("Thermal noise factor", thermal_factor)
show("Time with back-tunnelling", time_thermal, "us")
show("Feedback resistor", feedback_resistance/1e9, "Gohm")
show("Resistor equivalent current", added_current*1e12, "pA")
show("Time with resistor noise", time_amplifier, "us")
show("Slow rms current fluctuation", 100*slow_fraction, "%")
show("Margin with slow fluctuation", slow_margin)
show("Time with leakage equal to off", time_leakage, "us")
show("Electrode energy for matching", electrode_energy, "eV")
show("On matching factor", match_on)
show("Off matching factor", match_off)
show("Time with interface matching", time_matching, "us")
show("Time at 358 K", time_hot, "us")
show("Time at barrier mass 0.22", time_mass, "us")
show("Time with barriers 0.1 eV lower", time_lower, "us")
show("On transmission factor, 1 eV tilt", tilt_factor)
show("Rough relative permittivity", permittivity)
show("Junction capacitance", capacitance*1e15, "fF")
show("Capacitor charging count", charging_count, "electrons")
show("Capacitor reset noise", reset_count, "electrons")
show("Rough remanent polarization", polarization, "uC/cm2")
show("Full polarization reversal", switch_count, "electrons")
show("Switching equal to count gap", 100*switch_fraction, "%")
show("Read field", field, "MV/cm")
show("Rough coercive field", coercive_field, "MV/cm")
show("Rough breakdown field", breakdown_field, "MV/cm")
show("Thermionic/on tunnel current", thermionic_ratio)
print("no test failed")
```

Output:

```
Junction side: 100 nm
Barrier thickness: 3 nm
Read bias: 0.1 V
Temperature: 300 K
On mean barrier: 2 eV
Off mean barrier: 2.5 eV
Barrier mass / electron mass: 0.2
Required margin z: 5
On decay constant: 3.24 1/nm
Off decay constant: 3.623 1/nm
On exponential transmission: 3.605e-09
On current: 26.12 pA
Off current: 2.908 pA
On/off current ratio: 8.981
On current density: 0.2612 A/cm2
Ideal read time: 0.3454 us
Mean on count: 56.31 electrons
Mean off count: 6.27 electrons
On standard deviation: 7.504 electrons
Off standard deviation: 2.504 electrons
Count threshold: 18.79 electrons
Difference-criterion time: 0.2158 us
Gaussian one-sided error: 2.867e-07
Poisson off misread at threshold: 3.158e-05
Poisson on misread at threshold: 2.578e-09
Best-threshold error sum: 3.783e-07
Error-sum bound: 3.727e-06
Time for twice Gaussian error: 0.3355 us
Thermal noise factor: 1.043
Time with back-tunnelling: 0.3601 us
Feedback resistor: 1 Gohm
Resistor equivalent current: 51.7 pA
Time with resistor noise: 1.971 us
Slow rms current fluctuation: 5 %
Margin with slow fluctuation: 4.748
Time with leakage equal to off: 0.4523 us
Electrode energy for matching: 5 eV
On matching factor: 3.556
Off matching factor: 3.265
Time with interface matching: 0.09321 us
Time at 358 K: 0.3413 us
Time at barrier mass 0.22: 0.8048 us
Time with barriers 0.1 eV lower: 0.2108 us
On transmission factor, 1 eV tilt: 1.053
Rough relative permittivity: 30
Junction capacitance: 0.8854 fF
Capacitor charging count: 552.6 electrons
Capacitor reset noise: 11.95 electrons
Rough remanent polarization: 15 uC/cm2
Full polarization reversal: 1.872e+04 electrons
Switching equal to count gap: 0.2672 %
Read field: 0.3333 MV/cm
Rough coercive field: 1 MV/cm
Rough breakdown field: 4 MV/cm
Thermionic/on tunnel current: 1.044e-26
no test failed
```
